# Velocity Saturation from the Energy Balance of Hot Carriers

Take a silicon inversion layer with a low-field mobility of 400 cm²/Vs and a field of 100 kV/cm along the channel. A constant mobility predicts a drift velocity of $4\times10^7$ cm/s. The current per unit channel width is the carrier charge per area times this velocity, so it too would grow without limit as the field rises. The prediction fails because the field also heats the electrons, and hot electrons are scattered more often. In the model below the velocity at that field is $0.66\times10^7$ cm/s, six times smaller, and it has an upper limit fixed by the low-field mobility, the lattice temperature and the time in which electrons pass energy to the lattice.

## Energy balance

Consider electrons in a uniform, steady field, with a density that does not vary along the channel. Let $E$ and $v$ be the magnitudes of field and drift velocity, and let $q>0$ be the elementary charge. The electrons drift against the field, so force and velocity are parallel and the field supplies the positive power $qEv$ to each electron.

The lattice has temperature $T_L$ and the electron gas has temperature $T$. For a nondegenerate gas in a parabolic band with three thermal degrees of freedom, the mean thermal energy is $\tfrac32kT$. The drift energy is neglected at first. The energy relaxation time $\tau$ is defined by setting the loss rate equal to the excess energy divided by $\tau$. In the steady state gain equals loss:

$$qEv=\frac{3k(T-T_L)}{2\tau}. \tag{1}$$

The second relation is the assumed mobility law,

$$v=\mu(T)E,\qquad \mu(T)=\mu_0\frac{T_L}{T}, \tag{2}$$

where $\mu_0$ is the low-field mobility, since $T\to T_L$ as $E\to0$. The time $\tau$ is taken to be independent of $T$. This second assumption matters too: equation (11) will show that the mobility law alone does not make the velocity saturate.

Write $\theta=T/T_L$. Inserting (2) into (1) gives

$$\frac{q\mu_0E^2}{\theta}=\frac{3kT_L(\theta-1)}{2\tau}.$$

Multiplication by $2\tau\theta/(3kT_L)$ leaves

$$\theta(\theta-1)=x^2,\qquad x=\frac{E}{E_c},\qquad E_c=\sqrt{\frac{3kT_L}{2q\mu_0\tau}}. \tag{3}$$

The quadratic $\theta^2-\theta-x^2=0$ has two roots whose product is $-x^2$, so one is negative and cannot be a temperature ratio. The other is

$$\theta=\frac{1+\sqrt{1+4x^2}}{2}. \tag{4}$$

## The velocity and its limit

From (2), $v=\mu_0E/\theta$, and therefore

$$v(E)=\frac{2\mu_0E}{1+\sqrt{1+4(E/E_c)^2}}. \tag{5}$$

For $E\gg E_c$ the denominator approaches $2E/E_c$, and $v$ approaches $\mu_0E_c$:

$$\boxed{v_{\rm sat}=\mu_0E_c=\sqrt{\frac{3kT_L\,\mu_0}{2q\tau}}} \tag{6}$$

A second route shows how the limit is approached. Solve (2) for the field, $E=vT/(\mu_0T_L)$, and put it into (1):

$$\frac{qv^2T}{\mu_0T_L}=\frac{3k(T-T_L)}{2\tau}
\quad\Longrightarrow\quad
v^2=v_{\rm sat}^2\left(1-\frac{T_L}{T}\right). \tag{7}$$

By (4) the temperature rises steadily with field, so by (7) the velocity also rises steadily and stays below $v_{\rm sat}$ at every finite field. Physically, $v^2$ is the mobility times the power loss, divided by $q$. At high temperature the loss grows as $T$ and the mobility falls as $1/T$, so their product becomes constant.

At low field, $\sqrt{1+4x^2}=1+2x^2+\dots$, hence $\theta=1+x^2+\dots$ and

$$\frac{v}{v_{\rm sat}}=\frac{x}{\theta}=x-x^3+\dots\qquad(x\ll1). \tag{8}$$

The first correction to Ohm's law is thus a relative loss of mobility equal to $(E/E_c)^2$. For high field, set $R=\sqrt{1+4x^2}$ and multiply numerator and denominator of $2x/(1+R)$ by $R-1$. Since $R^2-1=4x^2$,

$$\frac{v}{v_{\rm sat}}=\frac{R-1}{2x}=1-\frac1{2x}+\dots\qquad(x\gg1), \tag{9}$$

because $R=2x+1/(4x)+\dots$. The approach is slow. To reach a fraction $f$ of the limit, (7) requires $f^2=1-1/\theta$, or $\theta=1/(1-f^2)$. As $f=x/\theta$,

$$x=\frac{f}{1-f^2}. \tag{10}$$

Ninety percent of $v_{\rm sat}$ therefore needs $E=0.9E_c/0.19=4.74E_c$.

## What makes the velocity saturate

Let the mobility and the relaxation time follow general power laws, $\mu=\mu_0\theta^{-p}$ and $\tau(T)=\tau\theta^{s}$. The balance becomes

$$q\mu_0\theta^{-p}E^2=\frac{3kT_L(\theta-1)}{2\tau\theta^{s}}
\quad\Longrightarrow\quad
\theta^{p-s}(\theta-1)=x^2.$$

For $1+p-s>0$ a strong field makes $\theta$ large, and then $\theta^{1+p-s}\simeq x^2$. The velocity follows from $v\propto E\theta^{-p}$:

$$v\propto E^{\,1-2p/(1+p-s)}=E^{(1-p-s)/(1+p-s)}. \tag{11}$$

Within this family the velocity tends to a nonzero constant if $p+s=1$. A mobility proportional to $1/T$ is thus not sufficient. With $p=1$ and $s=0.25$ the exponent is $-0.14$, and the velocity falls at high field. With $p=0.5$ and constant $\tau$ it is $+1/3$, and the velocity keeps rising. With $p=s=0.5$ it is zero. Numerical solution of the balance at $x=10^6$ and $2\times10^6$ gives these same exponents.

The condition also tells what $\mu_0$ means in (6). The limit depends on the product $\mu T$ in the hot gas, which equals $\mu_0T_L$ if (2) holds over the whole range. A scattering process that lowers the mobility of cold electrons but hardly affects hot ones breaks (2), and inserting the reduced $\mu_0$ into (6) would then give too small a limit.

## The drift energy

Let the total mean energy be $\tfrac32kT+\tfrac12mv^2$, where $m$ is the conductivity mass, and let its excess over $\tfrac32kT_L$ relax in the time $\tau$. With $v=\mu_0E/\theta$ the balance is

$$\frac{q\mu_0E^2}{\theta}=\frac1\tau\left[\frac32kT_L(\theta-1)+\frac{m\mu_0^2E^2}{2\theta^2}\right].$$

Multiplying by $2\tau\theta/(3kT_L)$ and using the definition of $x$ gives

$$\theta(\theta-1)=x^2\left(1-\frac r\theta\right),\qquad r=\frac{m\mu_0}{2q\tau}. \tag{12}$$

Here $m\mu_0/q$ is the low-field momentum relaxation time, so $r$ is half its ratio to $\tau$. For $r<1$ there is one root above unity. To see this, write (12) as $P(\theta)=\theta^3-\theta^2-x^2\theta+rx^2=0$. Then $P(0)=rx^2>0$ and $P(1)=-x^2(1-r)<0$. The cubic has one root below zero, one between 0 and 1, and one above 1, which is the heated state.

On that root $\theta(\theta-1)\ge x^2(1-r)$, so $\theta$ grows without bound with the field. The term $r/\theta$ then vanishes, $\theta/x\to1$, and the limit (6) is unchanged. The drift energy stays finite while the thermal energy grows, so it alters the approach to saturation but not the limit.

## A microscopic basis

Two assumptions about collisions lead to (1) and (2). Let $\varepsilon$ be the electron energy, $g(\varepsilon)\propto\sqrt\varepsilon$ the density of states and $V=\sqrt{2\varepsilon/m}$ the speed. Suppose that collisions randomize the direction of motion much faster than they change the energy. The distribution is then nearly isotropic, $f(\varepsilon)+f_1(\varepsilon)\cos\vartheta$, with $\vartheta$ measured from the direction of the force. In the steady state the field term $qEVf'\cos\vartheta$ equals the collision term $-f_1\cos\vartheta/\tau_m$, so

$$f_1=-qEV\tau_mf'.$$

The drift velocity is the average of $V\cos\vartheta$. With $\cos^2\vartheta$ averaging to $1/3$ and $V^2=2\varepsilon/m$,

$$v=\frac{2qE}{3m}\,\frac{\int g\,\varepsilon\tau_m(-f')\,d\varepsilon}{\int g f\,d\varepsilon}. \tag{13}$$

The first assumption is a collision rate proportional to energy, $\tau_m=a/\varepsilon$. For a Maxwellian, $-f'=f/kT$, and (13) gives $v=2qaE/(3mkT)$. This is (2) with $\mu_0=2qa/(3mkT_L)$.

The second assumption concerns the energy loss. If the lattice exchanges energy in small portions, the electrons move down the energy axis with the flux

$$J_L=g\,\frac{\varepsilon}{\tau}\,(f+kT_Lf'). \tag{14}$$

It vanishes for $f\propto e^{-\varepsilon/kT_L}$, as equilibrium requires. The loss per electron is $\int J_Ld\varepsilon/\int gf\,d\varepsilon$. Since $g\varepsilon\propto\varepsilon^{3/2}$, integration by parts gives $\int g\varepsilon f'd\varepsilon=-\tfrac32\int gf\,d\varepsilon$, and

$$\text{loss}=\frac{\langle\varepsilon\rangle-\frac32kT_L}{\tau}. \tag{15}$$

This holds for any $f$ that decays fast enough for the boundary term to vanish. If electron–electron collisions are frequent on the scale of $\tau$ but rare on the scale of $\tau_m$, they keep $f$ Maxwellian without disturbing $f_1$, and (1) and (2) follow.

These two collision laws are chosen because they reproduce (1) and (2); they are not the laws of silicon. There hot electrons lose energy mainly to optical and intervalley phonons of about 60 meV, more than twice $kT_L$ at 300 K, so the portions are not small. In a parabolic band the phonon scattering rate of a hot electron grows as $\sqrt\varepsilon$. This gives $\mu\propto\theta^{-1/2}$, and a fixed quantum lost at such a rate gives a loss $\propto\theta^{1/2}$ and hence $\tau\propto\theta^{1/2}$. A very hot gas is then near $p=s=\tfrac12$ in (11), which also saturates. The distribution (17) below and its tail belong to the model laws.

## The limit without electron–electron collisions

If electron–electron collisions are absent, the field and the lattice determine the shape of $f$. The field changes an electron's energy at the rate $qEV\cos\vartheta$, which produces the upward flux

$$J_F=\frac{g\,qEVf_1}{3}=\frac{2q^2E^2a}{3m}\,g(-f')=q\mu_0E^2kT_L\,g(-f').$$

No electrons accumulate in the steady state, so $J_F=J_L$. With $u=\varepsilon/kT_L$ this becomes

$$\frac{d\ln f}{du}=-\frac{u}{u+\beta},\qquad \beta=\frac{q\mu_0\tau E^2}{kT_L}=\frac32x^2. \tag{16}$$

Writing the right side as $-1+\beta/(u+\beta)$ and integrating,

$$f\propto e^{-u}\left(1+\frac u\beta\right)^{\beta}. \tag{17}$$

For the velocity, integrate (13) by parts with $g'=g/(2\varepsilon)$. The result is $v=\tfrac12\mu_0E\langle1/u\rangle$, or $v/v_{\rm sat}=\tfrac12x\langle1/u\rangle$, where $v_{\rm sat}$ is still the value (6). At strong field the important energies satisfy $u\sim\sqrt\beta\ll\beta$. Expanding the logarithm of (17) gives $f\propto e^{-u^2/2\beta}$. The substitution $t=u^2/2\beta$ yields

$$\int_0^\infty u^ne^{-u^2/2\beta}du=\tfrac12(2\beta)^{(n+1)/2}\,\Gamma\!\left(\tfrac{n+1}2\right).$$

The average $\langle1/u\rangle$ is the ratio of the integrals with $n=-\tfrac12$ and $n=\tfrac12$. As $2\beta=3x^2$,

$$\frac{v}{v_{\rm sat}}\to\frac x2\,\frac{\Gamma(1/4)}{\sqrt3\,x\,\Gamma(3/4)}=\frac{\Gamma(1/4)}{2\sqrt3\,\Gamma(3/4)}=0.854. \tag{18}$$

The velocity still saturates, with the same dependence on $\mu_0$, $\tau$ and $T_L$, but the limit is 15% lower. The energy balance (15) holds in both cases. What changes is the relation between mean energy and mobility, because the two distributions have different shapes.

## A silicon channel

Take $T_L=300$ K, $\mu_0=400$ cm²/Vs $=0.04$ m²/Vs and $\tau=0.3$ ps. These are rough typical values for electrons in a silicon inversion layer. With $kT_L/q=0.02585$ V,

$$v_{\rm sat}=\sqrt{\frac{1.5\times0.02585\times0.04}{0.3\times10^{-12}}}\ \text{m/s}=7.19\times10^4\ \text{m/s}=0.72\times10^7\ \text{cm/s}.$$

The critical field is $E_c=v_{\rm sat}/\mu_0=18$ kV/cm, and 90% of the limit is reached at 85 kV/cm. At 100 kV/cm, $x=5.56$ and (4) gives $\theta=6.09$. The electron temperature is about 1830 K while the lattice stays at 300 K. The velocity is $4\times10^7/6.09=0.66\times10^7$ cm/s, or 91% of the limit. The balance can be checked directly: the mean thermal energy is 0.236 eV, the excess over the lattice value is 0.197 eV, and division by 0.3 ps gives 0.657 eV/ps, equal to $qEv$.

The order of magnitude, $10^7$ cm/s, is that of real silicon. The first figure of the result should not be trusted further than $\tau$ is known: with $\mu_0$ held fixed, $\tau=0.2$ ps gives 0.88 and $\tau=0.4$ ps gives 0.62, in units of $10^7$ cm/s. The assumption that short transistors break is that of a uniform, steady state. To size this, let the field of 100 kV/cm be switched on suddenly for electrons at rest at 300 K, and integrate

$$m\frac{dv}{dt}=qE-\frac{qv}{\mu(T)},\qquad
\frac{dw}{dt}=qEv-\frac{w-\frac32kT_L}{\tau}, \tag{19}$$

where $w=\tfrac32kT+\tfrac12mv^2$. With $m=0.19\,m_0$, where $m_0$ is the free-electron mass, the velocity peaks at $2.2\times10^7$ cm/s after 0.044 ps, about 3.3 times its steady value. Momentum responds before the gas has fully heated: at the peak $dv/dt=0$, so $T/T_L=\mu_0E/v=1.9$, against 6.1 in the steady state. The electrons travel 29 nm before the velocity has fallen back from the peak to within 10% of its steady value; the simple estimate $v_{\rm sat}\tau$ is 22 nm. In a channel of such a length, (5) cannot be used as a local law. The peak and the distance are rough figures: (19) applies the steady-state mobility law while the energy distribution is still changing, and the drift energy is not small at the peak.

## Sizes of the neglected effects

The following changes are evaluated at 100 kV/cm, one at a time, with $\mu_0$ and $\tau$ held fixed unless stated otherwise. The mobility law (2) is also kept, except with the distribution (17), which has its own mobility. They are not additive corrections.

The drift energy raises the steady velocity by less than 1% for masses of $0.19\,m_0$ and $0.315\,m_0$. The first is the light mass of silicon, and the second is the conductivity mass obtained by averaging the inverse light and heavy masses. For a single valley with the heavy mass, $0.916\,m_0$, along the channel, the rise would be 2.8%. In this model the anisotropic mass enters the steady velocity otherwise only through $\mu_0$. The non-Maxwellian distribution (17) lowers the velocity by 15%.

A nonparabolic band, $\varepsilon(1+\alpha\varepsilon)=p^2/2m$ with momentum $p$ and $\alpha=0.5$ eV⁻¹, raises it by 8%. The gas then stores more energy at a given temperature, so the balance is met at a lower $T$ and, by (2), a higher mobility. This counts the energy content only. Nonparabolicity also lowers the group velocity of hot electrons, so their mobility falls faster than $1/T$: with $\tau_m=a/\varepsilon$ in this band and $\mu_0$ fixed, the velocity falls by about 4% instead.

If the electrons stay in one subband, they have $d=2$ thermal degrees of freedom instead of three. The factor 3 in (1) becomes $d$ and carries through to

$$v_{\rm sat}=\sqrt{\frac{d\,kT_L\,\mu_0}{2q\tau}}. \tag{20}$$

The limit drops to $0.59\times10^7$ cm/s, and the velocity at 100 kV/cm drops by 17%. Hot electrons spread over many subbands, and they then also store energy in the motion across the channel and in the confining potential. The value $d=3$ describes free motion in three dimensions, without such a potential. In a triangular well the classical mean energy is $\tfrac52kT$: $kT$ from the motion in the plane, $\tfrac12kT$ from the motion across it and $kT$ from the potential. If all this energy relaxes with the same $\tau$, then $d=5$ at high temperature, and the limit is 29% above (6).

With the mobility law (2) kept, degeneracy has a smaller effect than the energy content suggests. At a sheet density $n=3\times10^{12}$ cm⁻² in one subband with two valleys, the mean energy at 300 K is 20% above the classical $kT_L$, yet the velocity changes by only $-0.1$% relative to the classical two-dimensional gas. The balance contains the difference between hot and cold energies. For fugacity $z\ll1$ the mean energy in two dimensions is $kT(1+z/4)$, with $z\simeq n/(DkT)$ and $D$ the constant density of states. The hot gas thus keeps an extra energy $n/(4D)$ that does not depend on $T$, and it nearly cancels the extra energy of the cold gas. Degeneracy can act much more strongly through the mobility. With $\tau_m=a/\varepsilon$ the two-dimensional mobility is proportional to the occupation at the band edge, $1-e^{-n/DkT}$, which falls more slowly than $1/T$ from its value at 300 K; at fixed $\mu_0$ the velocity then rises by 17%.

Impact ionization depends on the tail of the distribution. The fraction of electrons above 1.12 eV, the band gap taken as threshold, is $2.6\times10^{-3}$ for the Maxwellian but $2\times10^{-6}$ for (17). The two distributions obey the same energy balance and differ by only 15% in velocity, yet they differ by three orders of magnitude in this fraction. Even with the Maxwellian tail and an assumed ionization rate of $10^{12}$ s⁻¹ above threshold, ionization takes 0.4% of the power, so it hardly affects the velocity. This does not exclude breakdown, which depends on the multiplication of carriers along the channel. The Maxwellian fraction above a 3.1 eV oxide barrier is about $10^{-8}$, negligible in the energy balance.

Finally, the lattice of a working circuit is warmer than 300 K. If $\mu_0\propto T_L^{-1.5}$ and $\tau$ is unchanged, (6) gives $v_{\rm sat}\propto T_L^{-1/4}$. At 400 K the limit is $0.67\times10^7$ cm/s, 7% below its value at 300 K. The numerical output below lists the velocity at further fields.

## Numbers as computed

```
lattice temperature: 300 K
low-field mobility: 400 cm2/Vs
energy relaxation time: 0.30 ps
thermal voltage k*TL/q: 25.852 mV
saturation velocity: 0.7191 1e7 cm/s
critical field Ec: 17.976 kV/cm
field for 90 percent of v_sat: 85.15 kV/cm
same field over Ec: 4.7368
columns: E kV/cm | T K | v 1e7 cm/s | v/v_sat | v/E cm2/Vs
   1.00 |   300.9 | 0.0399 | 0.0555 | 398.8
   5.00 |   321.6 | 0.1865 | 0.2594 | 373.1
  17.98 |   485.4 | 0.4444 | 0.6180 | 247.2
  50.00 |   997.8 | 0.6013 | 0.8363 | 120.3
 100.00 |  1825.6 | 0.6573 | 0.9141 | 65.7
v_sat if tau = 0.2 ps: 0.8807 1e7 cm/s
v_sat if tau = 0.4 ps: 0.6227 1e7 cm/s
high-field exponent, p=1, s=0: +0.0000
high-field exponent, p=0.5, s=0: +0.3333
high-field exponent, p=1.5, s=0: -0.2000
high-field exponent, p=0.5, s=0.5: +0.0000
high-field exponent, p=1, s=0.25: -0.1429
field for all estimates below: 100 kV/cm
E/Ec there: 5.563
mean thermal energy there: 0.2360 eV
power taken up per electron: 0.6573 eV/ps
mass 0.19 m0: momentum time 0.0432 ps, drift energy 2.36 meV, v change +0.55 %
mass 0.315 m0: momentum time 0.0716 ps, drift energy 3.94 meV, v change +0.91 %
kinetic v change at this field: -14.74 %
kinetic v_sat / balance v_sat: 0.8541
nonparabolicity: 0.5 1/eV, v change +8.01 %
two-dimensional energy: v change -17.00 %
two-dimensional v_sat: 0.5871 1e7 cm/s
sheet density: 3.0e+12 1/cm2
degenerate / classical 2D energy at TL: 1.1975
degeneracy, v change from classical 2D: -0.09 %
ionization threshold: 1.12 eV, assumed rate 1e+12 1/s
fraction above threshold, Maxwellian: 2.60e-03
fraction above threshold, kinetic: 1.96e-06
ionization share of power, Maxwellian: 0.443 %
fraction above 3.1 eV oxide barrier, Maxwellian: 1.42e-08
overshoot peak (mass 0.19 m0): 2.159 1e7 cm/s
time of peak after field is switched on: 0.0438 ps
distance until v is within 10 % of steady: 29.4 nm
length v_sat*tau: 21.57 nm
v_sat at 400 K, mu0 ~ TL^-1.5, same tau: 0.6692 1e7 cm/s
```
